# Resistivity times mean free path for free electrons

Consider free electrons of mass $m$ and charge $-e$, with $e>0$, in a bulk metal of volume $L^3$ with periodic boundary conditions. A state of wavevector $\mathbf k$ has energy $\varepsilon=\hbar^2k^2/2m$ and speed $v=\hbar k/m$ along $\mathbf k$, and holds two electrons of opposite spin. A uniform field $E$ points along $x$, and $u$ is the cosine of the angle between $\mathbf k$ and the $x$ axis. The conductivity $\sigma$ is defined by $j=\sigma E$, where $j$ is the current density, and the resistivity is $\rho=1/\sigma$. The Fermi function is $f_0(\varepsilon)$, its energy derivative is $f_0'$, which is negative, and $k_F$, $v_F$ and $E_F$ are the Fermi wavevector, speed and energy.

The scattering is taken to be elastic and isotropic. Isotropic means here that the rate $w(\Theta)$ per unit solid angle depends on the angle $\Theta$ between the old and new directions, and possibly on the energy, but not on the orientation of either direction in the crystal. Scattering through small angles may still be more frequent than scattering through large ones. Under these conditions, for temperatures $T$ with $k_BT\ll E_F$, and if the mean free path varies little with energy within a few $k_BT$ of $E_F$, the claim is

$$\rho\lambda=\frac{3\pi^2\hbar}{e^2k_F^2},$$

where $\lambda$ is the transport mean free path at the Fermi energy. This path measures how far an electron travels before its direction is forgotten. The derivation gives it a precise definition.

The electron density is needed first. The allowed wavevectors form a cubic grid of spacing $2\pi/L$, so each occupies a volume $(2\pi/L)^3$. Filling a sphere of radius $k_F$ with two electrons per grid point gives

$$n=\frac{2}{L^3}\,\frac{4\pi k_F^3/3}{(2\pi/L)^3}=\frac{k_F^3}{3\pi^2}.$$

This replaces a count of points by a volume, which is accurate for a large box. With a radius of 60 grid spacings, direct counting gives 1808178 electrons and the formula 1809557, a difference of 0.08% relative to the formula.

The field changes the wavevector at the rate $dk_x/dt=-eE/\hbar$. In a steady state, the change of the occupation $f$ caused by this drift balances the change caused by collisions. Write $f=f_0+\delta f$ and keep terms of first order in $E$. In the drift term $f$ can then be replaced by $f_0$, and the chain rule gives $\partial f_0/\partial k_x=f_0'\,\partial\varepsilon/\partial k_x=\hbar vu f_0'$. Collisions remove electrons from a state at the rate $\int w f(1-f_1)\,d\Omega_1$ and bring them in at the rate $\int w f_1(1-f)\,d\Omega_1$, where the subscript 1 marks another direction at the same energy. The products $ff_1$ cancel in the difference, because $w$ is the same in both directions, and $f_0$ cancels because the energies are equal. What remains is

$$-eEvu f_0'=-\int w(\Theta)\,(\delta f-\delta f_1)\,d\Omega_1.$$

Set $\delta f=eEf_0'\,g$, where $g$ has the dimension of a length. The common factor $-eEf_0'$ divides out:

$$vu=\int w(\Theta)\,(g-g_1)\,d\Omega_1 .$$

Try $g=\lambda u$ with $\lambda$ independent of direction. If $\varphi$ is the azimuth of the new direction about the old one, then

$$u_1=u\cos\Theta+\sqrt{1-u^2}\,\sin\Theta\cos\varphi .$$

The last term averages to zero over $\varphi$, since $w$ does not depend on $\varphi$. Hence the right-hand side is $\lambda u\int w(1-\cos\Theta)\,d\Omega$, and the equation is satisfied for every $u$ if

$$\frac1\lambda=\frac1v\int w(\Theta)\,(1-\cos\Theta)\,d\Omega .$$

This defines the transport path, and $\tau=\lambda/v$ is the momentum-relaxation time. The factor $1-\cos\Theta$ gives little weight to collisions that hardly deflect the electron.

No other solution gives a different current. The difference $d$ of two solutions obeys $\int w(d-d_1)\,d\Omega_1=0$. Multiplying by $d$, integrating over the first direction as well, and symmetrizing in the two directions gives $\tfrac12\iint w(d-d_1)^2\,d\Omega\,d\Omega_1=0$. For positive $w$ this forces $d$ to be the same in all directions, and such a term carries no current.

The solution $\delta f=eE\lambda u f_0'$ is negative for $u>0$ and positive for $u<0$. Electrons therefore move preferentially against the field, as negative charges should. Their current is

$$j=-2e\int\frac{d^3k}{(2\pi)^3}\,vu\,\delta f
=2e^2E\int\frac{d^3k}{(2\pi)^3}\,v\lambda u^2(-f_0').$$

Now write $d^3k=k^2\,dk\,d\Omega$. The angular integral is $\int u^2d\Omega=4\pi/3$. Since $d\varepsilon=\hbar v\,dk$, the combination $v\,dk$ equals $d\varepsilon/\hbar$. The numerical factor is $2(4\pi/3)/(8\pi^3)=1/(3\pi^2)$, so

$$\sigma=\int(-f_0')\,\sigma(\varepsilon)\,d\varepsilon,\qquad
\sigma(\varepsilon)=\frac{e^2k^2\lambda(\varepsilon)}{3\pi^2\hbar}.$$

The mass has disappeared at the step $v\,dk=d\varepsilon/\hbar$. A heavier electron carries less current at a given wavevector, but there are more states per unit energy, in the inverse proportion.

At low temperature $-f_0'$ is a narrow peak of unit area at the Fermi energy. If $\sigma(\varepsilon)$ varies little across that peak, it can be taken out of the integral at $E_F$:

$$\sigma=\frac{e^2k_F^2\lambda}{3\pi^2\hbar},\qquad
\rho\lambda=\frac{3\pi^2\hbar}{e^2k_F^2}=\frac{3\pi}{2}\,\frac{h}{e^2}\,\frac1{k_F^2}.$$

The last form follows from $\hbar=h/2\pi$. It shows the dimension directly: a resistance times an area.

The cancellation of the scattering time can also be seen in the Drude form. Inserting $\lambda=\hbar k_F\tau/m$ into the conductivity gives

$$\sigma=\frac{e^2k_F^2}{3\pi^2\hbar}\,\frac{\hbar k_F\tau}{m}
=\frac{k_F^3}{3\pi^2}\,\frac{e^2\tau}{m}=\frac{ne^2\tau}{m}.$$

The product is then

$$\rho\lambda=\frac{m}{ne^2\tau}\,\frac{\hbar k_F\tau}{m}=\frac{\hbar k_F}{ne^2}
=\frac{(3\pi^2)^{1/3}\hbar}{e^2n^{2/3}},$$

where the last step uses $k_F=(3\pi^2n)^{1/3}$. Longer relaxation times lengthen the path and lower the resistivity by the same factor. The comparison is made at fixed $k_F$: an impurity that also changes the electron density changes the product through $n$.

The Drude conductivity can be reached by a separate route when $\tau$ is constant and each collision returns electrons to the distribution $f_0$. An electron that now has wavevector $\mathbf k$ and last collided a time $s$ ago started with $\mathbf k+eEs\,\hat{\mathbf x}/\hbar$. Flight times are distributed as $e^{-s/\tau}/\tau$, so

$$f(\mathbf k)=\int_0^\infty\frac{ds}{\tau}\,e^{-s/\tau}\,f_0\!\left(\mathbf k+\frac{eEs}{\hbar}\hat{\mathbf x}\right).$$

The starting velocities average to zero, and the velocity gained since the collision is $-eEs/m$. The mean of $s$ is $\tau$, so the drift velocity is $-eE\tau/m$ and $j=ne^2\tau E/m$, as before.

For a numerical example take a model metal with $k_F=14\ \mathrm{nm^{-1}}$ and the free-electron mass. Its density is $n=9.27\times10^{28}\ \mathrm{m^{-3}}$, its Fermi speed is $1.62\times10^6\ \mathrm{m/s}$ and its Fermi energy is 7.47 eV. With $h/e^2=25813\ \Omega$,

$$\rho\lambda=\frac{4.712\times25813\ \Omega}{(1.4\times10^{10}\ \mathrm{m^{-1}})^2}
=6.21\times10^{-16}\ \Omega\,\mathrm{m^2},$$

which is $621\ \Omega\,\mathrm{nm^2}$.

The resistivities below were computed by summing the current over the distribution of flight times, in a field of $10^5$ V/m, without using the formula for the product. The field is only a numerical choice. In a real metal the heating $E^2/\rho$, about $5\times10^{17}\ \mathrm{W/m^3}$ for $\tau=20$ fs, could not be sustained. In this model the current is proportional to the field, so the resistivity does not depend on the value chosen.

| $\tau$ (fs) | $\rho$ (nΩ m) | $\lambda$ (nm) |
|---|---|---|
| 10 | 38.29 | 16.21 |
| 20 | 19.15 | 32.41 |
| 40 | 9.573 | 64.83 |

For $\tau=20$ fs the path is $1.6207\times10^6\ \mathrm{m/s}\times20\times10^{-15}\ \mathrm{s}=32.41$ nm, and its product with the resistivity is

$$(19.15\times10^{-9}\ \Omega\,\mathrm m)(32.41\times10^{-9}\ \mathrm m)=6.21\times10^{-16}\ \Omega\,\mathrm{m^2}.$$

The other two rows give the same value. Raising the mass to 1.5 electron masses at $\tau=20$ fs changes the resistivity to 28.72 nΩ m and the path to 21.61 nm, again with the same product. Changing $k_F$ to $10\ \mathrm{nm^{-1}}$ does change it, to $12.16\times10^{-16}\ \Omega\,\mathrm{m^2}$. The ratio to the first value is $(14/10)^2=1.96$, as the inverse square requires. In all five cases the computed product was tested against the formula and agreed to better than one part in $10^5$.

The relation turns a bulk resistivity into a length without knowledge of $\tau$. For a real metal this holds only as far as its Fermi surface is close to a free-electron sphere. For a transition metal, a $k_F$ taken from the valence count can give a product that is wrong by a large factor. For the same $k_F$ and a chosen resistivity of 50 nΩ m,

$$\lambda=\frac{6.206\times10^{-16}\ \Omega\,\mathrm{m^2}}{50\times10^{-9}\ \Omega\,\mathrm m}=12.4\ \mathrm{nm}.$$

This length matters for narrow conductors. In a wire whose width is comparable to it, electrons reach the surface about as often as they lose their direction in the interior. If the surface scatters them diffusely, the measured resistivity exceeds the bulk value. Inserting that measured value in the formula would give a path shorter than the bulk one, so the resistivity used here must be that of the bulk.

The meaning of $\lambda$ matters as well. The mean distance between collisions of any kind, $\lambda_{\rm tot}$, is given by $1/\lambda_{\rm tot}=(1/v)\int w\,d\Omega$. Dividing the two definitions gives

$$\frac{\lambda_{\rm tot}}{\lambda}=\frac{\int w(1-\cos\Theta)\,d\Omega}{\int w\,d\Omega}=1-\langle\cos\Theta\rangle,$$

where the average is weighted with $w$. Therefore

$$\rho\lambda_{\rm tot}=\frac{3\pi^2\hbar}{e^2k_F^2}\,\bigl(1-\langle\cos\Theta\rangle\bigr),$$

which depends on the kind of scatterer, though not on the number of scatterers of that kind. The two paths agree when $\langle\cos\Theta\rangle=0$, for instance when all final directions are equally likely.

As an example of forward-peaked scattering take $w\propto e^{2\cos\Theta}$. With $c=\cos\Theta$ and $Z(a)=\int_{-1}^1e^{ac}\,dc=2\sinh a/a$, the average is

$$\langle\cos\Theta\rangle=\left.\frac{d\ln Z}{da}\right|_{a=2}=\coth2-\frac12=0.537 .$$

The transport path is then 2.16 times the total path, and using the total path gives 0.463 of the correct product. This was tested by solving the collision equation as a matrix equation on a grid of directions, without assuming that $g$ is proportional to $u$. The resulting conductivity agreed with the one given by the transport path.

The remaining approximation is the narrow thermal peak. Let $t=k_BT/E_F$ and suppose that $\lambda(\varepsilon)\propto\varepsilon^p$ near the Fermi energy. Because $k^2\propto\varepsilon$, this means $\sigma(\varepsilon)\propto\varepsilon^{p+1}$. For a smooth function $F$, expand about the chemical potential $\mu$. The linear term vanishes because $-f_0'$ is even about $\mu$. With $x=(\varepsilon-\mu)/k_BT$, integration by parts gives the second moment

$$\int_{-\infty}^{\infty}x^2\left(-\frac{d}{dx}\frac1{e^x+1}\right)dx=4\int_0^\infty\frac{x\,dx}{e^x+1}=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3},$$

and therefore

$$\int(-f_0')F\,d\varepsilon=F(\mu)+\frac{\pi^2}{6}(k_BT)^2F''(\mu)+\dots$$

The density fixes $\mu$. Integrating by parts, $n=\int(-f_0')\,k^3/(3\pi^2)\,d\varepsilon$, and $k^3\propto\varepsilon^{3/2}$. Since $n$ does not change with temperature,

$$1=\left(\frac{\mu}{E_F}\right)^{3/2}\left(1+\frac{\pi^2}{6}\,\frac32\,\frac12\,t^2\right),\qquad
\frac{\mu}{E_F}=1-\frac{\pi^2}{12}t^2,$$

to order $t^2$. Applying the same expansion to $\varepsilon^{p+1}$ gives

$$\frac{\sigma(T)}{\sigma(0)}=\left(\frac{\mu}{E_F}\right)^{p+1}\left[1+\frac{\pi^2}{6}p(p+1)t^2\right]
=1+\frac{\pi^2}{12}(p+1)(2p-1)\,t^2 .$$

Here $\sigma(0)$ is the conductivity for the same function $\lambda(\varepsilon)$ with a sharp Fermi edge. It is not the conductivity of the cooled metal, in which $\lambda$ itself may be longer. The product of $\rho(T)$ and $\lambda(E_F)$ is the low-temperature formula divided by this ratio.

For constant $\tau$ the path is proportional to $v$, so $p=1/2$ and the correction vanishes. This agrees with the flight-time argument, which gave $ne^2\tau/m$ at any temperature. For an energy-independent path, $p=0$, the coefficient of $t^2$ is $-0.82$, and for $p=2$ it is 7.40. Quadrature at fixed density with $t=0.01$ agrees with all three coefficients to within about 0.001. In the model metal at 300 K, $t=0.00346$, and even for $p=2$ the conductivity changes by only $8.9\times10^{-5}$ relative to $\sigma(0)$, or about 0.009%. This figure applies to elastic scattering with a smooth path. It is not the room-temperature accuracy of the formula for a metal whose resistivity comes from phonons, as discussed below. The expansion does not cover a path that changes sharply within a few $k_BT$ of $E_F$, as it can near a narrow scattering resonance. The integral over $\sigma(\varepsilon)$ must then be kept.

Other conditions are not protected by the smallness of $t$. The Boltzmann equation treats electrons as travelling freely between separate collisions, which requires $k_F\lambda\gg1$. For the 12.4 nm path above, $k_F\lambda$ is about 174, but for a path near $1/k_F$ the derivation no longer applies. If the scattering depends on the orientation in the crystal, a single $\lambda$ in general no longer solves the collision equation, and if the Fermi surface is not a sphere, $k_F$ alone does not describe it. Collisions that exchange energy comparable to $k_BT$ link states with different values of $f_0$. The cancellation of $f_0$ used above then fails, and the elastic collision equation solved here does not cover them. This is a common case: in a clean metal near room temperature most collisions are with phonons, whose energies can be comparable to $k_BT\approx26$ meV. As a simple model, take one phonon energy $\hbar\omega$ with occupation $N$, equally likely final directions and a constant density of states. Then $1/\tau(\varepsilon)\propto 2N+1+f_0(\varepsilon+\hbar\omega)-f_0(\varepsilon-\hbar\omega)$, which varies on the scale of $k_BT$. In this model at 300 K, $\rho\lambda(E_F)$ exceeds the formula by about 1% for $\hbar\omega=10$ meV and by about 10% for 30 meV. The computed values used above are collected in the numerical output.

## Computed values

```
Box count, kF = 60 x 2pi/side: 1808178 electrons
Density formula for the same box: 1809557 electrons
Field used in the current calculation: 1.0e+05 V/m
Computed from the current, case by case:
 kF = 14 nm^-1, m/m_e = 1.0, tau = 10 fs:
   rho = 38.292 nOhm m, lam = 16.207 nm, rho*lam = 6.2061 e-16 Ohm m^2
 kF = 14 nm^-1, m/m_e = 1.0, tau = 20 fs:
   rho = 19.146 nOhm m, lam = 32.415 nm, rho*lam = 6.2061 e-16 Ohm m^2
 kF = 14 nm^-1, m/m_e = 1.0, tau = 40 fs:
   rho = 9.573 nOhm m, lam = 64.830 nm, rho*lam = 6.2061 e-16 Ohm m^2
 kF = 14 nm^-1, m/m_e = 1.5, tau = 20 fs:
   rho = 28.719 nOhm m, lam = 21.610 nm, rho*lam = 6.2061 e-16 Ohm m^2
 kF = 10 nm^-1, m/m_e = 1.0, tau = 20 fs:
   rho = 52.536 nOhm m, lam = 23.154 nm, rho*lam = 12.1640 e-16 Ohm m^2
Scattering law exp(2 cos Theta), from the collision matrix:
 mean cos Theta = 0.5373
 transport path / total path = 2.1613
 (rho * total path) / formula = 0.4627
Thermal coefficient (sigma(T)/sigma(0)-1)/t^2 at t = 0.01:
 p = 0.0: quadrature -0.8226, expansion -0.8225
 p = 0.5: quadrature 0.0000, expansion 0.0000
 p = 2.0: quadrature 7.4012, expansion 7.4022
Worked example, kF = 14 nm^-1, free-electron mass:
 density n = 9.2675e+28 m^-3
 Fermi speed = 1.6207e+06 m/s
 Fermi energy = 7.468 eV
 h/e^2 = 25812.807 Ohm
 rho*lam from formula = 6.2061e-16 Ohm m^2
 same product = 620.61 Ohm nm^2
 chosen resistivity = 50 nOhm m
 inferred mean free path = 12.41 nm
 k_B T/E_F at 300 K = 0.00346
 relative change of sigma at 300 K, p = 2: 8.87e-05
```
